# Orders of the Local Pseudopotential's G = 0 Pieces in Long-Wave Force Constants

## The decision

A phonon calculation at small wavevector needs the local pseudopotential at \(\mathbf q+\mathbf G\). At \(\mathbf G=0\) this value is a large Coulomb term plus a finite remainder, and one must decide whether the remainder may be dropped. For optical force constants in the limit \(q\to0\) it may. For the slope of a longitudinal acoustic branch it may not: there the remainder counts at leading order, unless its sum over the ions of a cell vanishes. The same decision arises in total energies at different volumes, and the two choices must match if sound velocities are to agree with elastic constants.

## Form factor and conventions

Hartree atomic units are used. An ion of kind \(\kappa\) and charge \(Z_\kappa\) acts on an electron through the spherical local potential \(v_\kappa(r)\), which approaches \(-Z_\kappa/r\) outside the core. The transform carries no volume factor:

\[
v_\kappa(q)=\int v_\kappa(r)\,e^{-i\mathbf q\cdot\mathbf r}\,d^3r .
\]

Add and subtract \(Z_\kappa/r\). The transform of \(-Z_\kappa/r\) is \(-4\pi Z_\kappa/q^2\). The rest is short-ranged, and its angular average replaces the exponential by \(\sin(qr)/(qr)=1-q^2r^2/6+\dots\). Hence

\[
v_\kappa(q)=-\frac{4\pi Z_\kappa}{q^2}+w_\kappa(q),\qquad w_\kappa(q)=\alpha_\kappa+\beta_\kappa q^2+\dots,
\]
\[
\alpha_\kappa=\int\!\Big(v_\kappa+\frac{Z_\kappa}{r}\Big)d^3r,\qquad
\beta_\kappa=-\frac16\int r^2\Big(v_\kappa+\frac{Z_\kappa}{r}\Big)d^3r .
\]

These integrals must converge. A remainder falling as \(r^{-4}\), for example, gives a finite \(\alpha\) but a divergent \(\beta\), and the series then fails after \(\alpha\).

## Where the expansion applies

Displace sublattice \(\kappa\), at \(\mathbf R+\boldsymbol\tau_\kappa\), by \(\mathbf u_\kappa e^{i\mathbf q\cdot(\mathbf R+\boldsymbol\tau_\kappa)}\). To first order the potential changes by \(-\mathbf u\cdot\nabla v\) at each site. Writing \(v\) as a Fourier integral over \(\mathbf k\) turns \(\nabla\) into \(i\mathbf k\), and the sum over cells keeps the values \(\mathbf k=\mathbf q+\mathbf G\):

\[
\delta V(\mathbf q+\mathbf G)=-\frac{i}{\Omega}\,(\mathbf q+\mathbf G)\cdot\mathbf u_\kappa\,v_\kappa(|\mathbf q+\mathbf G|)\,e^{-i\mathbf G\cdot\boldsymbol\tau_\kappa},
\]

where \(\Omega\) is the cell volume. For \(\mathbf G\neq0\) the argument of \(v_\kappa\) stays finite as \(q\to0\). The whole form factor enters there, already at order \(q^0\), and has no separate \(\alpha\) part. The expansion concerns the \(\mathbf G=0\) component:

\[
\delta V(\mathbf q)=\frac{4\pi i Z_\kappa}{\Omega q^2}\,\mathbf q\cdot\mathbf u_\kappa-\frac{i}{\Omega}\,w_\kappa(q)\,\mathbf q\cdot\mathbf u_\kappa .
\]

The Coulomb part is of order \(q^{-1}\), the \(\alpha\) part of order \(q\). Below, "the order of \(\alpha\)" means the effect of changing this one value while all components with \(\mathbf G\ne0\) are held fixed. A real change of the core potential alters those components too.

There is also an on-site term, the second derivative of the potential averaged over the unperturbed density. Its components are proportional to \(G_aG_b\,v_\kappa(G)\) and do not depend on \(\mathbf q\). At \(\mathbf G\to0\) the \(\alpha\) part vanishes with \(G_aG_b\), and the Coulomb part cancels against the ion-ion term because the cell is neutral.

## The energy with the G = 0 density kept explicit

The force constants \(C\) are defined by the energy per cell \(\tfrac12 u^\dagger C u\), for the real wave made of \(1/\sqrt2\) times the complex wave plus its conjugate (\(2\mathbf q\) is not a reciprocal-lattice vector). With the same factor in all fields, the average of a product of two fields with amplitudes \(A\) and \(B\) is \(\mathrm{Re}\,A^*B\).

The electrons are treated in static linear response, in a local or semilocal mean-field theory. Let \(n\) be the \(\mathbf G=0\) amplitude of the induced electron number density. Remove for the moment the \(\mathbf G=0\) component of the local ionic potential, the Hartree potential of \(n\) itself and the \(\mathbf G=0\) ion-ion term; below, "\(\mathbf G=0\) potential" means these. The exchange-correlation response, including its \(\mathbf G=0\) part, is not removed and stays inside the barred quantities. Three quantities describe what remains:

- \(\bar n\), the density amplitude driven by the components with \(\mathbf G\neq0\);
- \(\bar\chi\), the response of \(n\) to an added \(\mathbf G=0\) potential \(\varphi\), so that \(n=\bar n+\bar\chi\varphi\); it is usually negative, but exchange and correlation can make it positive in a dilute metal, and the minimization below needs only \(-1/\bar\chi+4\pi/q^2>0\);
- \(\bar C\), the force constants without any \(\mathbf G=0\) potential or \(\mathbf G=0\) ion-ion term.

The energy cost of forcing the amplitude to be \(n\) is \(-|n-\bar n|^2/(2\bar\chi)\) per volume. Indeed, adding \(\mathrm{Re}\,\varphi^*n\) and making the sum stationary returns \(n-\bar n=\bar\chi\varphi\).

Now restore the \(\mathbf G=0\) terms. The displaced ions carry the charge amplitude \(p\), and the short-range part of their potential has amplitude \(s\):

\[
p=-\frac{i}{\Omega}\sum_\kappa Z_\kappa\,\mathbf q\cdot\mathbf u_\kappa,\qquad
s=-\frac{i}{\Omega}\sum_\kappa w_\kappa\,\mathbf q\cdot\mathbf u_\kappa .
\]

The Coulomb part of \(\delta V(\mathbf q)\) is \(-v_c\,p\) with \(v_c=4\pi/q^2\). The ion-ion, ion-electron and Hartree energies therefore combine into \(\tfrac12v_c|p-n|^2\), and the energy per volume is

\[
\frac{u^\dagger\bar C u}{2\Omega}-\frac{|n-\bar n|^2}{2\bar\chi}+\frac{v_c}{2}|p-n|^2+\mathrm{Re}\,s^*n .
\]

## Minimization

First take \(s=0\). Let \(\rho=p-n\) be the total charge and \(\bar\rho=p-\bar n\) its value in the absence of a macroscopic field, so that \(n-\bar n=\bar\rho-\rho\). Stationarity gives

\[
-\frac{\bar\rho-\rho}{\bar\chi}-v_c\rho=0
\;\Rightarrow\;
\rho=\frac{\bar\rho}{\varepsilon},\qquad \varepsilon=1-v_c\bar\chi .
\]

Since \(-1/\bar\chi=v_c/(\varepsilon-1)\) and \(\bar\rho-\rho=\bar\rho(\varepsilon-1)/\varepsilon\), the minimum is

\[
\frac{v_c|\bar\rho|^2}{2}\left[\frac{\varepsilon-1}{\varepsilon^2}+\frac1{\varepsilon^2}\right]=\frac{v_c|\bar\rho|^2}{2\varepsilon}.
\]

The electron density at this minimum is \(n_0=p-\bar\rho/\varepsilon\).

Now switch on \(s\) and write \(n=n_0+\delta\). Terms linear in \(\delta\) vanish except the one with \(s\), and the quadratic coefficient is \(\tfrac12(-1/\bar\chi+v_c)=-\varepsilon/(2\bar\chi)\). The additional energy is

\[
\mathrm{Re}\,s^*n_0+\mathrm{Re}\,s^*\delta-\frac{\varepsilon}{2\bar\chi}|\delta|^2 .
\]

It is stationary at \(\delta=\bar\chi s/\varepsilon\), where its value is \(\mathrm{Re}\,s^*n_0+\bar\chi|s|^2/(2\varepsilon)\).

All amplitudes are linear in the displacements. Let the same letters with indices \(\kappa a\) denote their coefficients, for example \(p_{\kappa a}=-iq_aZ_\kappa/\Omega\), and read \(A^*B\) as the matrix \(A^*_{\kappa a}B_{\kappa'b}\). Multiplying by \(\Omega\) and comparing with \(\tfrac12u^\dagger Cu\) gives

\[
C=\bar C+\Omega\left[\frac{4\pi}{q^2}\frac{\bar\rho^*\bar\rho}{\varepsilon}+s^*n_0+n_0^*s+\frac{\bar\chi}{\varepsilon}s^*s\right].
\]

No small-\(q\) expansion has been made so far. A nonlocal pseudopotential changes \(\bar C\), \(\bar n\) and \(\bar\chi\), but not the form of this division.

## Orders in an insulator

With a gap, a uniform potential moves no charge. A slowly varying potential acts through its field, of order \(q\), and the induced charge is minus the divergence of the polarization, which supplies another factor \(q\). Thus \(\bar\chi=O(q^2)\), and \(\varepsilon\) tends to the finite value \(\varepsilon(\hat{\mathbf q})=\hat{\mathbf q}\cdot\boldsymbol\varepsilon\cdot\hat{\mathbf q}\), with \(\boldsymbol\varepsilon\) the electronic dielectric tensor.

A displacement at zero macroscopic field produces the polarization \(Z^*_\kappa\mathbf u_\kappa/\Omega\), which defines the Born charge tensor. Its charge is minus the divergence, so

\[
\bar\rho_{\kappa a}=-\frac{i}{\Omega}(\mathbf q\cdot Z^*_\kappa)_a+O(q^2),\qquad
\bar\chi=-\frac{q^2}{4\pi}\,[\varepsilon(\hat{\mathbf q})-1]+\dots
\]

**Coulomb piece, order \(q^0\).** The two factors \(q\) in \(\bar\rho^*\bar\rho\) cancel the \(1/q^2\):

\[
C^{\rm Coul}_{\kappa a,\kappa'b}=\frac{4\pi}{\Omega}\,\frac{(\mathbf q\cdot Z^*_\kappa)_a(\mathbf q\cdot Z^*_{\kappa'})_b}{\mathbf q\cdot\boldsymbol\varepsilon\cdot\mathbf q}+\dots
\]

Where the Born charges do not vanish, the limit depends on the direction of \(\mathbf q\); this is the term that separates longitudinal from transverse polar modes. For a uniform displacement of all sublattices the order-\(q\) part of \(\bar\rho\) cancels, because \(\sum_\kappa Z^*_\kappa=0\). An order-\(q^2\) part can survive only in a piezoelectric crystal, which necessarily lacks an inversion centre, and only then can this piece add to the sound stiffness at order \(q^2\).

**Linear \(\alpha\) piece, order \(q^2\).** Here \(s^*_{\kappa a}=+iq_a\alpha_\kappa/\Omega\), and \(n_0\) carries a factor \(-i\). The phase factors multiply to \(i\cdot(-i)=+1\), so the piece is real at this order:

\[
C^{\alpha}_{\kappa a,\kappa'b}=\frac1\Omega\left[\alpha_\kappa q_a\Big(Z_{\kappa'}q_b-\frac{(\mathbf q\cdot Z^*_{\kappa'})_b}{\varepsilon(\hat{\mathbf q})}\Big)+(\kappa a\leftrightarrow\kappa'b)\right]+\dots
\]

Up to the factor \(-i/\Omega\), the inner bracket is the amplitude of the electron density that accompanies the moving sublattice, with the macroscopic field included. If the electrons did not respond at all, then \(Z^*=Z\) and \(\varepsilon=1\), the bracket would vanish, and \(\alpha\) would have nothing to act on. If both displacements are perpendicular to \(\mathbf q\), the piece is zero, because \(s\) is proportional to \(q_a\).

**Quadratic \(\alpha\) piece, order \(q^4\).** Two factors \(q\) come from \(s^*s\) and two from \(\bar\chi\):

\[
C^{\alpha\alpha}_{\kappa a,\kappa'b}=-\frac{\alpha_\kappa\alpha_{\kappa'}}{4\pi\Omega}\,q_aq_b\,q^2\left(1-\frac1{\varepsilon(\hat{\mathbf q})}\right)+\dots
\]

**The \(\beta\) piece, order \(q^4\).** Replace \(\alpha_\kappa\) by \(\beta_\kappa q^2\) in the linear piece.

These are leading orders. The linear \(\alpha\) piece also has corrections at higher powers of \(q\), through the expansion of \(n_0\).

## What changes in a metal

The division above still holds if \(\bar\chi\) tends to a finite value \(-D\), with \(D>0\), but the counting changes. Now \(\varepsilon=1+4\pi D/q^2\), and the prefactor of the Coulomb piece becomes

\[
\frac{4\pi}{q^2\varepsilon}=\frac{4\pi}{q^2+4\pi D}\;\to\;\frac1D .
\]

The \(1/q^2\) singularity is screened away. With \(\bar\rho\) bounded, \(\bar\rho/\varepsilon\) is of order \(q^2\) at most, so \(n_0\) tends to \(p\): the electrons neutralize the ions. The linear piece remains of order \(q^2\) and becomes

\[
C^\alpha_{\kappa a,\kappa'b}\to\frac{q_aq_b}{\Omega}\,(\alpha_\kappa Z_{\kappa'}+Z_\kappa\alpha_{\kappa'}) .
\]

This case follows from the formula; the numerical example below treats an insulator.

## Sound and homogeneous strain

For an acoustic displacement all \(\mathbf u_\kappa\) are equal at leading order. Summing the linear piece over both sublattice indices and using \(\sum_\kappa Z^*_\kappa=0\) gives

\[
\sum_{\kappa\kappa'}C^\alpha_{\kappa a,\kappa'b}=\frac{2Z_{\rm tot}\alpha_{\rm tot}}{\Omega}\,q_aq_b,
\qquad Z_{\rm tot}=\sum_\kappa Z_\kappa,\quad \alpha_{\rm tot}=\sum_\kappa\alpha_\kappa .
\]

The sublattices may also relax against each other. Eliminating the relative displacements \(o\) from the uniform ones \(c\) gives \(C_{cc}-C_{co}C_{oo}^{-1}C_{oc}\), provided that \(C_{oo}\) is invertible. The coupling \(C_{co}\) starts at order \(q\), while its \(\alpha\) part and that of \(C_{oo}\) start at \(q^2\). The correction therefore depends on \(\alpha\) at order \(q^3\) or higher, and the \(q^2\) result stands.

The same term follows from the total energy. The regular \(\mathbf G=0\) part of the electron-ion energy is the mean potential \(\alpha_{\rm tot}/\Omega\) times the number of electrons:

\[
E_\alpha=\frac{Z_{\rm tot}\alpha_{\rm tot}}{\Omega}.
\]

Let the cell have length \(a\) along \(x\) and fixed lateral area \(A\), so that \(\Omega=aA\). A long wave along \(x\) stretches each region to \(a(1+\partial_xu)\). The linear term in the energy averages to zero over the wave. The quadratic term is \(\tfrac12a^2E''(a)\) times the mean of \((\partial_xu)^2\), which is \(q^2|u|^2\). Hence the acoustic stiffness divided by \(q^2\) is \(a^2E''(a)\), provided that \(E(a)\) is relaxed over the internal coordinates and that the strain produces no polarization (in a piezoelectric the macroscopic field of the wave adds a further term). For the \(\alpha\) energy, which depends on the volume alone,

\[
a^2\frac{d^2}{da^2}\frac{Z_{\rm tot}\alpha_{\rm tot}}{aA}=\frac{2Z_{\rm tot}\alpha_{\rm tot}}{\Omega},
\]

as found from the force constants. Physically, compression raises the ion density, and with it the magnitude of the mean short-range potential, and it raises the electron density that feels this potential. The product of the two contains a term quadratic in the compression, with the sign of \(\alpha_{\rm tot}\). A transverse wave leaves the density unchanged at first order and gets no such term.

## A two-ion example

The model has planes of ions stacked along \(x\), with one ion of each kind per lateral area \(A=10\) bohr² and cell length \(a=8\) bohr, so \(\Omega=80\) bohr³. The ions sit at \(0\) and \(a/2\). The electrons are laterally uniform, move along \(x\), and interact through the three-dimensional Coulomb kernel in the Hartree approximation. Each band is given one lateral state per area \(A\), with no lateral kinetic energy, so two electrons per cell fill one band. The insulating state rests on this choice: with free lateral motion in the same potential, about 0.6 of the two electrons would pass into the second band. Exchange, correlation and lateral structure are left out, so the example tests the longitudinal component.

Both ions have \(Z=1\) and the potential

\[
v(r)=-\frac Zr\,\mathrm{erf}\!\left(\frac{r}{\sqrt2\,r_c}\right)+h\,e^{-r^2/(2r_c^2)} .
\]

Its transform is \(e^{-q^2r_c^2/2}\,(-4\pi Z/q^2+D_c)\), with \(D_c=(2\pi)^{3/2}r_c^3h\). Expanding the exponential gives

\[
\alpha=2\pi Zr_c^2+D_c,\qquad \beta=-\frac{\pi Zr_c^4}{2}-\frac{D_cr_c^2}{2}.
\]

For ion 1, \(r_c=0.6\) bohr and \(h=-1\) hartree give \(\alpha_1=2.262-3.402=-1.140\) hartree bohr³. For ion 2, \(r_c=1\) bohr and \(h=2\) hartree give \(\alpha_2=6.283+31.499=37.782\) hartree bohr³. The sign of \(\alpha\) is thus not fixed by that of \(Z\).

The smallest band gap on the k-point grid is 0.180 hartree (0.1796; the grid misses the zone boundary, where the gap is 0.1795), and \(\varepsilon=3.764\). The Born charges, from Berry phases at zero macroscopic field, are \(Z_1^*=-0.451\) and \(Z_2^*=+0.451\). Ion 1 has a negative Born charge although its core is positive: at zero field its motion carries \(1+0.451=1.451\) electrons along.

The Coulomb coefficient for the 22 element is

\[
\frac{4\pi(0.451)^2}{80\times3.764}=0.0085\ \text{hartree/bohr}^2 .
\]

With the bare charge \(Z=1\) in place of the Born charges, and without the division by \(\varepsilon\), it would be \(4\pi/80=0.157\) hartree/bohr². For the \(\alpha\) piece the electron factor of ion 2 is \(1-0.451/3.764=0.880\), so

\[
\frac{C^\alpha_{22}}{q^2}=\frac{2\times37.782\times0.880}{80}=0.831\ \text{hartree}.
\]

At \(q=0.02\) bohr⁻¹ this is \(3.3\times10^{-4}\) hartree/bohr², about 4% of the Coulomb piece of the same element. The \(\beta\) piece there is \(-6.1\times10^{-8}\) and the quadratic \(\alpha\) piece \(-1.7\times10^{-7}\) hartree/bohr², both below a thousandth of the linear one. The numerical output lists all four pieces, the Coulomb piece isolated by removing all \(\mathbf G=0\) terms and the other three by changing the \(\mathbf G=0\) form factor alone; their powers and coefficients were tested against the formulas.

## Reading the acoustic result

For sound the balance is different, because the order-\(q^0\) Coulomb terms cancel in the sum over sublattices. With \(\alpha_{\rm tot}=36.642\) hartree bohr³ and \(Z_{\rm tot}=2\), the \(\alpha\) part is

\[
\frac{2\times2\times36.642}{80}=1.832\ \text{hartree}.
\]

Each ion sits at an inversion centre, so \(C\) is real and even in \(q\), the coupling \(C_{co}\) has no order-\(q\) part, and the plain sum over sublattices gives the stiffness at order \(q^2\). The whole acoustic stiffness divided by \(q^2\) is 2.264 hartree, and the strain derivative of the total energy gives the same value. Without \(\alpha\) both calculations give 0.432 hartree. Agreement between them therefore does not show that \(\alpha\) is present; it shows that both treat it alike. If \(\alpha\) is missing from one side, the values 2.264 and 0.432 face each other.

Since the frequency varies as the square root of the stiffness, omitting \(\alpha\) from the force constants would multiply this model's longitudinal sound velocity by \(\sqrt{0.432/2.264}=0.44\). Divided by \(\Omega\), the whole stiffness is a modulus of 0.0283 hartree/bohr³, or 833 GPa, of which the \(\alpha\) part is 674 GPa. The cell length is not at the energy minimum (\(-E'(a)/A\) is about 46 GPa), so this is the wave stiffness of a stressed cell. The size of the \(\alpha\) part comes mainly from the strongly repulsive core chosen for ion 2, which supplies 31.499 of the 36.642 hartree bohr³ in \(\alpha_{\rm tot}\). Neither this size nor the share in the whole stiffness is an estimate for real solids.

Nor is the \(\alpha\) part measurable by itself. A short-range potential can be moved from the local to the nonlocal part of a pseudopotential without changing their sum, exactly so only if the nonlocal part covers all angular momenta (with projectors up to a finite \(l\), the higher channels feel the change); this changes \(\alpha\) whenever the moved potential has a nonzero volume integral, and the other terms compensate.

## Consequences for a calculation

In an insulator at \(q=0\), force constants are computed with the \(\mathbf G=0\) components left out, and the direction-dependent Coulomb term is added from \(Z^*\) and \(\boldsymbol\varepsilon\). No \(\alpha\) is needed. At finite \(q\), the \(\mathbf G=0\) component must use the full \(v_\kappa(q)\), since \(-4\pi Z_\kappa/q^2\) alone loses a leading part of the longitudinal acoustic stiffness whenever \(\alpha_{\rm tot}\neq0\). Total energies compared at different volumes must contain \(Z_{\rm tot}\alpha_{\rm tot}/\Omega\). At fixed volume this energy is a constant and produces no forces on the ions.

## Numbers as computed

```
cell length 8.0 bohr, lateral area 10.0 bohr^2, volume 80.0 bohr^3
ion 1: Z 1.0 e, core radius 0.6 bohr, core height -1.0 hartree
  alpha -1.1400 hartree bohr^3, by quadrature -1.1400
  beta 0.4088 hartree bohr^5, by quadrature 0.4088
  Born charge from Berry phase -0.45103 e
ion 2: Z 1.0 e, core radius 1.0 bohr, core height 2.0 hartree
  alpha 37.7824 hartree bohr^3, by quadrature 37.7824
  beta -17.3204 hartree bohr^5, by quadrature -17.3204
  Born charge from Berry phase 0.45103 e
band gap 0.1796 hartree
electronic dielectric constant 3.7636 (no unit)
frozen wave q 0.19635 1/bohr, pattern 1.0, -0.5
  stiffness from energies 0.292036 hartree/bohr^2
  stiffness from response 0.292036 hartree/bohr^2
exact division at q 0.3 1/bohr: largest error 1.8e-16 hartree/bohr^2
small wavevectors 0.02 and 0.01 1/bohr
Coulomb: measured power of q -0.0006
  11, 12, 22 at q=0.02: 8.4509e-03, -8.4855e-03, 8.5203e-03 hartree/bohr^2
  computed coefficient 11, 12, 22: 0.00849, -0.00849, 0.00849 hartree/bohr^2
  formula coefficient 11, 12, 22: 0.00849, -0.00849, 0.00849 hartree/bohr^2
alpha: measured power of q 1.9997
  11, 12, 22 at q=0.02: -1.2763e-05, 2.0649e-04, 3.3245e-04 hartree/bohr^2
  computed coefficient 11, 12, 22: -0.03191, 0.51634, 0.83136 hartree
  formula coefficient 11, 12, 22: -0.03191, 0.51634, 0.83136 hartree
alpha^2: measured power of q 3.9997
  11, 12, 22 at q=0.02: -1.5183e-10, 5.0322e-09, -1.6678e-07 hartree/bohr^2
  computed coefficient 11, 12, 22: -0.00095, 0.03146, -1.04268 hartree bohr^2
  formula coefficient 11, 12, 22: -0.00095, 0.03146, -1.04268 hartree bohr^2
beta: measured power of q 3.9990
  11, 12, 22 at q=0.02: 1.8306e-09, -3.8063e-08, -6.0894e-08 hartree/bohr^2
  computed coefficient 11, 12, 22: 0.01144, -0.23795, -0.38112 hartree bohr^2
  formula coefficient 11, 12, 22: 0.01144, -0.23795, -0.38112 hartree bohr^2
acoustic C/q^2 with alpha 2.26384 hartree
strain derivative with alpha 2.26384 hartree
acoustic C/q^2 without alpha 0.43172 hartree
strain derivative without alpha 0.43172 hartree
alpha part 2 Ztot alpha_tot/volume 1.83212 hartree
alpha part of the elastic modulus 0.022902 hartree/bohr^3 = 673.8 GPa
whole elastic modulus 0.028298 hartree/bohr^3 = 832.6 GPa
```
